# The Staebler-Wronski law and the conditions behind its exponents

Q: Light creates electron-hole pairs in hydrogenated amorphous silicon, and the number of defects grows. If recombination breaks bonds, and every pair recombines, shouldn't the defect density simply grow as generation rate times time?

A: It would if every recombination event had the same chance of breaking a bond. The model here assumes otherwise. There are two recombination paths, and only one does damage.

The damaging path runs through band-tail states, which come from strained, weak bonds. A mobile electron meets a hole trapped in the valence tail, and the energy released at that site sometimes breaks the bond. The other path runs through existing defects, the dangling bonds. It releases the energy in two smaller portions, and is assumed harmless. As defects accumulate they take a growing share of the carriers, so damage slows.

Q: Put the damaging path into an equation.

A: Let $n$ and $p$ be the densities of mobile electrons and holes, $p_t$ the density of holes trapped in the tail, and $\beta$ the capture coefficient for their meeting with mobile electrons. The event rate per volume is $\beta n p_t$. Suppose for now that trapped holes follow mobile ones in proportion, $p_t=\theta p$. Then

$$\beta n p_t=Bnp,\qquad B=\beta\theta .$$

If an event adds on average $\eta$ defects, the total defect density $N$ obeys

$$\frac{dN}{dt}=\eta B\,np. \tag{1}$$

One new, neutral defect is counted per broken bond. If a break leaves two active defects, the factor two belongs in $\eta$. Annealing is left out at first.

Q: You now need $np$. A dangling bond can be positive, neutral or negative. Why should one constant describe capture by all three?

A: That has to be shown. Let $N_+$, $N_0$, $N_-$ be the densities of the three charge states. Electrons are captured by neutral and positive defects, with coefficients $C_{n0}$ and $C_{n+}$; holes by neutral and negative ones, with $C_{p0}$ and $C_{p-}$. Thermal emission from defects is neglected. Carriers and charge states settle much faster than $N$ grows, so gains and losses of each charged state balance:

$$C_{n0}nN_0=C_{p-}pN_-,\qquad C_{p0}pN_0=C_{n+}nN_+ .$$

Hence

$$\frac{N_-}{N_0}=\frac{C_{n0}}{C_{p-}}\frac np,\qquad \frac{N_+}{N_0}=\frac{C_{p0}}{C_{n+}}\frac pn .$$

If the charge held by carriers, mobile and trapped, is small beside that on the defects, neutrality requires $N_+=N_-$. Equating the two ratios and solving for $n/p$ gives

$$r\equiv\frac np=\sqrt{\frac{C_{p0}C_{p-}}{C_{n0}C_{n+}}},\qquad
s\equiv\frac{N_\pm}{N_0}=\frac{C_{n0}}{C_{p-}}\,r=\sqrt{\frac{C_{n0}C_{p0}}{C_{n+}C_{p-}}} .$$

Neither number contains the generation rate $G$ or $N$. Stronger light raises both carrier densities but leaves their ratio and the defect charge fractions alone.

Q: And the total capture rate?

A: Defects capture electrons at the rate $C_{n0}nN_0+C_{n+}nN_+$. By the second balance the last term equals $C_{p0}pN_0$, so the rate is $N_0(C_{n0}n+C_{p0}p)$. The first balance gives the same expression for holes, as it must. Now write $u=\sqrt{np}$, so that $n=\sqrt r\,u$ and $p=u/\sqrt r$, and use $N=N_0(1+2s)$. The capture rate becomes $KNu$, with

$$K=\frac{\sqrt r\,C_{n0}+C_{p0}/\sqrt r}{1+2s}. \tag{2}$$

In a uniform sample from which no carriers are extracted, generation equals total recombination:

$$G=KNu+Bu^2. \tag{3}$$

Q: Which term wins?

A: If defects dominate, $u\simeq G/(KN)$. The tail term divided by the defect term is then

$$\epsilon=\frac{Bu}{KN}\simeq\frac{BG}{K^2N^2}=\left(\frac{N^*}{N}\right)^2,\qquad N^*=\frac{\sqrt{BG}}{K}.$$

For $N\gg N^*$ the tail path is a minor loss of carriers, though it remains the only source of damage. Then $np=u^2=G^2/(K^2N^2)$, and (1) becomes

$$\frac{dN}{dt}=\frac{A}{N^2},\qquad A=\frac{\eta BG^2}{K^2}.$$

Multiply by $N^2$ and integrate from the starting density $N_i$:

$$\frac{N^3-N_i^3}{3}=At .$$

Once $N^3\gg N_i^3$,

$$N=\left(\frac{3\eta B}{K^2}\right)^{1/3}G^{2/3}t^{1/3}. \tag{4}$$

This is the growth law that Stutzmann, Jackson and Tsai derived for light-induced degradation, the Staebler-Wronski effect. One factor $G/N$ comes from electrons and one from holes. Their product puts $G^2$ in the rate and $N^2$ in its denominator; integration turns the latter into a cube root. Doubling the exposure multiplies $N$ by $2^{1/3}=1.26$, and doubling the light at fixed exposure by $2^{2/3}=1.59$.

Q: You assumed instant balance and then neutrality on the defects alone. Could those steps have manufactured the exponents?

A: They can be tested by dropping both assumptions and integrating the time-dependent equations

$$\dot n=G-C_{n0}nN_0-C_{n+}nN_+-Bnp,$$
$$\dot p=G-C_{p0}pN_0-C_{p-}pN_--Bnp,$$
$$\dot N_-=C_{n0}nN_0-C_{p-}pN_-,\qquad \dot N=\eta Bnp,$$

with $N_+=N_-+n-p$ from full neutrality. This test stores no charge in the tail. In scaled units take $C_{n0}=1$, $C_{n+}=10$, $C_{p0}=0.4$, $C_{p-}=2$, $B=1$, $\eta=0.01$, $G=0.01$ and $N_i=1$. Between times $1.5\times10^8$ and $3\times10^8$ the time exponent is 0.3329. Doubling $G$ at the later time gives a light exponent of 0.6663. The final density is 0.9999 of the cubic law's value.

Q: What about a very good film, where $N$ starts far below $N^*$?

A: While $N$ stays far below $N^*$, (3) gives $u^2\simeq G/B$, and (1) gives $N-N_i\simeq\eta Gt$. Your first guess is right in that regime. The next term follows from $u\simeq\sqrt{G/B}\,[1-N/(2N^*)]$, so the growth rate is $\eta G(1-N/N^*)$ to first order, provided that charge in the tail is negligible. Tail charge can change the size of this correction, but not the leading term.

The same kinetic equations, with the same capture coefficients and $G$, but $B=10^6$, $\eta=10^{-5}$, $N_i=0.5$ and $t=5\times10^6$, have $N^*\simeq100$ and $\eta Gt=0.5$. The mean $N$ is about 0.75, so the expected growth is $1-0.0075$ times $\eta Gt$. The computed factor is 0.9925.

Q: Can you join the two regimes without a patch?

A: Yes, by using $u$ as the variable. From (3),

$$N=\frac{G}{Ku}-\frac{Bu}{K},\qquad dN=-\frac1K\left(\frac G{u^2}+B\right)du .$$

Since $dt=dN/(\eta Bu^2)$ and $u$ falls from $u_i$ as $N$ rises,

$$t=\frac1{\eta BK}\int_u^{u_i}\left(\frac G{u'^4}+\frac B{u'^2}\right)du'
=\frac1{\eta BK}\left[\frac G{3u'^3}+\frac B{u'}\right]_{u'=u_i}^{u'=u}. \tag{5}$$

At late times the contribution from $u_i$ is negligible. To first order in $\epsilon$, (3) gives $u=(G/KN)(1-\epsilon)$, so

$$\frac G{3u^3}\simeq\frac{K^3N^3}{3G^2}(1+3\epsilon),\qquad
\frac Bu\simeq\frac{BKN}{G}=\frac{K^3N^3}{3G^2}\,3\epsilon .$$

Adding them gives $3At=N^3(1+6\epsilon)$. The cube root lowers $N$ by the fraction $2\epsilon$ relative to (4).

Q: Give me numbers for a solar-cell film.

A: Take a 300 nm film at 300 K with $G=3\times10^{21}$ cm$^{-3}$ s$^{-1}$. For scale, a current of 15 mA/cm$^2$, divided by the elementary charge and the thickness, corresponds to $3.1\times10^{21}$ cm$^{-3}$ s$^{-1}$. The coefficients $C_{n0},C_{n+},C_{p0},C_{p-}$ are $1,\,10,\,0.4,\,2$ in units of $10^{-8}$ cm$^3$/s. They give $r=0.283$, $s=0.141$ and

$$K=\frac{(5.32+7.52)\times10^{-9}}{1.283}=1.00\times10^{-8}\ \text{cm}^3/\text{s}.$$

With $\beta=10^{-9}$ cm$^3$/s and $\theta=2000$, $B=2\times10^{-6}$ cm$^3$/s. Take $\eta=5\times10^{-10}$: one broken bond per two billion tail events. Then $A=8.98\times10^{43}$ cm$^{-9}$ s$^{-1}$, and after 1000 h, or $3.6\times10^6$ s,

$$N=(3\times8.98\times10^{43}\times3.6\times10^6)^{1/3}=9.9\times10^{16}\ \text{cm}^{-3},$$

or $9.9\times10^{22}$ m$^{-3}$. This is not a prediction of the magnitude: $\eta$ was chosen to bring $N$ near $10^{17}$ cm$^{-3}$. The start, $N_i=5\times10^{15}$ cm$^{-3}$, has been forgotten, since its cube is about $10^{-4}$ of the final one.

The crossover is $N^*=7.7\times10^{15}$ cm$^{-3}$, so the film starts below it and ends well above it. At the end $\epsilon=0.0061$, and (5) gives $9.79\times10^{16}$ cm$^{-3}$, about 1% below the power law.

Q: And is the quick balance justified?

A: At the end $n=1.6\times10^{12}$ and $p=5.7\times10^{12}$ cm$^{-3}$. The trapped holes number $\theta p=1.14\times10^{16}$ cm$^{-3}$; divided by $G$, this gives a response time of 3.8 µs. A negative defect captures a hole in $1/(C_{p-}p)\simeq9$ µs. Both times are tiny beside the exposure.

Q: But you have just undermined yourself. How many defects are negative?

A: $N_-=sN/(1+2s)=1.09\times10^{16}$ cm$^{-3}$. The trapped holes carry as much charge as that, so $N_+=N_-$ is not justified at this point. The ratio of the two charges is

$$\frac{\theta p}{N_-}=\frac{\theta G(1+2s)}{\sqrt r\,KsN^2},$$

which reaches one at $N\simeq1.0\times10^{17}$ cm$^{-3}$. In this example that condition is much stricter than $N\gg N^*$.

Q: Then why trust the answer at all?

A: Because $K$ responds weakly to the error near the end of the exposure, where most of the time is spent. Early on, tail charge lowers $K$ much more, but that stage is brief. For a general ratio $x=n/p$, the same algebra gives

$$K(x)=\frac{\sqrt x\,C_{n0}+C_{p0}/\sqrt x}{1+xC_{n0}/C_{p-}+C_{p0}/(xC_{n+})}.$$

At $x=r$ the two charged terms in the denominator are equal, and their logarithmic changes cancel. What remains is

$$\frac{d\ln K}{d\ln x}=\frac12\,\frac{5.32-7.52}{5.32+7.52}=-0.086 .$$

Positive tail charge makes the defects more negative, which requires a larger $n/p$. That lowers $K$ slightly, raises $np$ and speeds the damage. With the full charge balance, and linear trapping kept, $N$ after 1000 h is $1.02\times10^{17}$ cm$^{-3}$, 4% above the value from (5). The local exponents are 0.323 in time and 0.661 in light.

At fixed $G$ the charge ratio falls as $N^{-2}$, so this disturbance fades. In a test of the ideal model at $10^9$ s, the solution with charge lies within 2% of (4).

Q: You also assumed $p_t=\theta p$. Is that reasonable for an exponential tail?

A: Not for a wide one. Let the density of tail states at depth $E$ be $g_0e^{-E/E_v}$, filled in thermal exchange with a band of effective density $N_v$:

$$p_t=\int_0^\infty\frac{g_0e^{-E/E_v}\,dE}{1+(N_v/p)e^{-E/kT}} .$$

This filling neglects the loss of trapped holes to mobile electrons. It therefore requires $cp\gg\beta n$, where $c$ is the coefficient for hole capture by tail states.

Put $E_F=kT\ln(N_v/p)$, $E=E_F+kTy$ and $a=kT/E_v$. Because $e^{-E_F/E_v}=(p/N_v)^a$,

$$p_t=g_0kT\left(\frac p{N_v}\right)^a\int_{-E_F/kT}^{\infty}\frac{e^{-ay}}{1+e^{-y}}\,dy .$$

For $a<1$ the integrand decays in both directions. When $E_F\gg kT/(1-a)$, the lower limit may go to $-\infty$, and $p_t\propto p^a$.

For $a>1$ shallow states dominate. There the occupation is approximately $(p/N_v)e^{E/kT}$, so

$$p_t\simeq\frac{g_0p}{N_v}\int_0^\infty e^{-E(1/E_v-1/kT)}dE,$$

which is linear in $p$. The simple law therefore belongs to a tail narrower than $kT$.

At 300 K, $kT=25.9$ meV. Take $g_0=2\times10^{21}$ cm$^{-3}$ eV$^{-1}$ and $N_v=10^{20}$ cm$^{-3}$. Between $p=10^{12}$ and $10^{13}$ cm$^{-3}$, numerical filling of a 45 meV tail gives a slope of 0.574, equal to $a$ at this precision. A 15 meV tail gives 1, but with these inputs it holds only about 0.7 trapped holes per mobile hole, far from $\theta=2000$. The linear example is therefore a reference case with an assumed trapping ratio, not a model of a film with such a narrow tail.

Q: What does this do to the law?

A: If defects still control the carriers and tail charge is negligible, $n$ and $p$ both vary as $G/N$. Then

$$\frac{dN}{dt}=\eta\beta np_t\propto\left(\frac GN\right)^{1+a}.$$

Multiplying by $N^{1+a}$ and integrating gives $N^{2+a}\propto G^{1+a}t$, or

$$N\propto G^{(1+a)/(2+a)}\,t^{1/(2+a)} .$$

Setting $a=1$ recovers $2/3$ and $1/3$. For the 45 meV tail the limiting exponents are 0.612 in light and 0.388 in time.

The example has not reached that limit, mainly because of tail charge. With tail charge and tail recombination included, its local exponents at 1000 h are 0.589 and 0.353, and $N=1.03\times10^{17}$ cm$^{-3}$. A time exponent near one third is therefore not, by itself, evidence for linear trapping. These values assume $cp\gg\beta n$; if $c$ were only equal to $\beta$, electron capture would help empty the tail and $N$ would be about 8% lower.

That $N$ is so close to its value with linear trapping is particular to these inputs. One reason is that $\theta=2000$ nearly matches this tail at the end of the exposure: the exponential tail holds $1.15\times10^{16}$ cm$^{-3}$ holes at the same $p$. Electrons in a 25 meV conduction tail with the same $g_0$ and band density number about $1.1\times10^{13}$ cm$^{-3}$, negligible at the end of the exposure. At the start, where tail charge drives $n$ far above $p$, they reach about $0.4N$ with linear trapping, but that stage is brief: including their charge changes $N$ after 1000 h by less than 0.1%.

Q: If (4) depends on $G^2t$, may I test a film for 10 h at ten times the light instead of 1000 h?

A: Equation (4) says yes, but its conditions worsen as $G$ rises. Holding the temperature at 300 K, the comparison is:

- With bimolecular loss alone, $N$ falls from $9.79\times10^{16}$ to $8.91\times10^{16}$ cm$^{-3}$, or 9%.
- With linear trapping and tail charge, it rises from $1.02\times10^{17}$ to $1.07\times10^{17}$ cm$^{-3}$, or 5%.
- With the 45 meV tail and its charge, it falls from $1.03\times10^{17}$ to $8.25\times10^{16}$ cm$^{-3}$, or 20%.

The last figure assumes $cp\gg\beta n$, which is harder to meet at ten times the light, where tail charge keeps $n$ above $p$ throughout the exposure; with $c=\beta$ in both exposures the fall is 30%. Even the sign depends on the trapping model. The equivalence needs linear trapping, negligible tail charge, $N\gg N^*$, negligible annealing and equal temperature in both exposures.

Q: The law grows without end. What stops it?

A: Annealing can. With one defect lifetime $\tau$,

$$\frac{dN}{dt}=\frac A{N^2}-\frac N\tau .$$

Multiplication by $3N^2$ makes this linear in $N^3$:

$$\frac{d(N^3)}{dt}=3A-\frac{3N^3}{\tau} .$$

The steady value is $N_s^3=A\tau$, and the difference from it decays at the rate $3/\tau$:

$$N^3=N_s^3+(N_i^3-N_s^3)e^{-3t/\tau}.$$

For $t\ll\tau$, expanding the exponential restores the cubic law. For $t\gg\tau$, $N=(A\tau)^{1/3}$: the $G^{2/3}$ remains but the time dependence is gone.

Take a barrier of 1.1 eV and an attempt rate of $3\times10^9$ s$^{-1}$, and hold $A$ fixed. At 300 K, $\tau=1.0\times10^9$ s and 1000 h of annealing hardly matters. At 333 K, $\tau=1.5\times10^7$ s; $N$ is $8.8\times10^{16}$ cm$^{-3}$, 11% below the cubic law, and the ceiling is $1.1\times10^{17}$ cm$^{-3}$.

Q: Could the weak bonds simply run out?

A: Yes. For a supply $N_w$, multiply the growth rate by $1-N/N_w$. To first order,

$$At=\int_0^N N'^2\left(1+\frac{N'}{N_w}\right)dN'=\frac{N^3}{3}\left(1+\frac{3N}{4N_w}\right),$$

so $N$ is lowered by the fraction $N/(4N_w)$. With $N_w=10^{18}$ cm$^{-3}$ this is 2.5%, and numerical integration gives $9.65\times10^{16}$ cm$^{-3}$, the same reduction.

Nonuniform light matters less for the average. For an absorption coefficient of $10^4$ cm$^{-1}$, (4) puts the back of the film at 0.82 of the front's defect density, but the mean differs by less than 0.1% from its value under uniform light of the same mean. Strongly absorbed light would be less even.

Q: How close is all this to a real cell?

A: The film thickness, generation rate and tail width are in the rough range of hydrogenated amorphous silicon absorbers, and defect densities of $10^{16}$ to $10^{17}$ cm$^{-3}$ after long illumination are a reasonable rough scale, so the result lies at the upper end. The capture coefficients are uncertain, $\eta$ was chosen to set the magnitude, and real annealing involves a spread of barriers and can also be driven by light, in which case $\tau$ depends on $G$ and the saturated density need not follow $G^{2/3}$.

The largest departure in an operating cell may be carrier extraction, since (3) assumes that every pair recombines in the film. If a fraction $\phi$ recombines and the rest is collected, $G$ in (4) becomes $\phi G$ as a first estimate. For $\phi=0.1$, $N$ is multiplied by $0.1^{2/3}=0.22$ and falls to about $2\times10^{16}$ cm$^{-3}$. Tail charge is then important, and $\phi$ itself rises as defects accumulate, so the cube root in time need not survive. This is a size estimate rather than a corrected prediction. The 1000 h example describes a film near open circuit.

Q: So what would convince you that a measured cube root came from this mechanism?

A: The time exponent alone would not. I would vary light and time separately at fixed temperature, check that defects control the carrier densities, and measure how the tail fills. The exponents $2/3$ and $1/3$ follow when both carrier densities and the trapped holes scale as $G/N$, the starting density has been forgotten, weak bonds remain plentiful and annealing is negligible. Even then, these checks support the rate law without identifying how the bond breaks: any damage rate proportional to $(G/N)^2$ gives the same two exponents.

## Computed results

```
Kinetic test, time exponent: 0.3329
Kinetic test, light exponent: 0.6663
Kinetic test, N / cubic law: 0.999908
Early kinetic growth / (eta G t): 0.9925
Capture n0, n+, p0, p-: 1.0e-08 1.0e-07 4.0e-09 2.0e-08 cm3/s
Ratios r = n/p, s = N-/N0: 0.2828, 0.1414
Effective capture K: 1.001e-08 cm3/s
beta, B: 1.00e-09, 2.00e-06 cm3/s; theta: 2000
Bonds broken per tail event eta: 5e-10
G, G from current: 3.000e+21, 3.121e+21 cm^-3 s^-1
Film, current: 300 nm, 15 mA/cm2
Exposure: 1000 h = 3.600e+06 s; T = 300 K
Starting defects: 5e+15 cm^-3
Growth constant eta B G^2/K^2: 8.984e+43 cm^-9 s^-1
Defects, pure power law: 9.9e+16 cm^-3
Defects, cubic law with start: 9.901e+16 cm^-3
Defects, bimolecular loss kept: 9.789e+16 cm^-3
Crossover density N*: 7.739e+15 cm^-3
Bimolecular parameter BG/(KN)^2: 0.006111
Mobile n, p at power-law N: 1.610e+12, 5.693e+12 cm^-3
Trapped holes, linear: 1.139e+16 cm^-3
Trapped holes, exponential tail: 1.149e+16 cm^-3
Trapped electrons, 25 meV tail: 1.115e+13 cm^-3
Negative defects, ideal neutrality: 1.091e+16 cm^-3
Trapped-hole response time: 3.795e-06 s
Defects, linear tail with charge: 1.018e+17 cm^-3
Its time, light exponents: 0.3231 0.6614
Tail width, kT: 45.0, 25.85 meV
Tail edge: 2.0e+21 cm^-3/eV; band: 1.0e+20 cm^-3
Tail filling slope, kT/width: 0.5743, 0.5745
Filling slope of 15 meV tail: 1
Defects, exponential tail, charge: 1.026e+17 cm^-3
Its time, light exponents: 0.3526 0.5886
Tail-limit time, light exponents: 0.3884, 0.6116
Accelerated exposure: 3.0e+22 cm^-3 s^-1, 10 h
Accelerated N, bimolecular only: 8.909e+16 cm^-3
Accelerated N, linear tail charge: 1.066e+17 cm^-3
Accelerated N, exponential tail: 8.254e+16 cm^-3
Anneal barrier, attempt rate: 1.10 eV, 3.0e+09 s^-1
300 K anneal time: 1.005e+09 s; N: 9.883e+16 cm^-3
333 K anneal time: 1.482e+07 s; N: 8.833e+16 cm^-3
333 K saturation density: 1.1e+17 cm^-3
Weak bonds, limited N: 1.0e+18, 9.654e+16 cm^-3
Absorption: 1.0e+04 cm^-1; back/front N: 0.8187
Mean N / N at mean light: 0.999168
```
